\section*{Choosing the Ring Criterion and Search Limit for Periodic Silica Networks}

\section{What goes wrong}

A simulated silica structure can be summarized by its rings: closed chains of Si--O--Si bridges, with size \(n\) equal to the number of Si atoms. Two plausible procedures can give badly wrong counts.

The first ignores which periodic copy of an atom a bond reaches. For ideal cristobalite in a cubic cell of 8 Si, a search up to \(n=8\) then reports 36 four-rings and no six-rings. The true network has 16 six-rings per cell and no four-rings.

The second follows periodic copies correctly but counts every closed path that does not repeat an atom. In the disordered 64-Si network treated below, this gives 1012 cycles up to \(n=10\). Of these, 864 can be cut into two smaller cycles by a path through the network.

Three settings of a ring analysis therefore need care: the treatment of periodic copies, the criterion for accepting a ring, and the largest size searched.

\section{The periodic graph}

Assume first that every O bridges two different Si atoms and that no two Si share two O. Replace each bridge by one link. A vertex is \((i,\mathbf T)\), meaning Si atom \(i\) in cell \(\mathbf T\). If an O in cell zero binds Si \(i\) in cell \(\mathbf S_i\) and Si \(j\) in cell \(\mathbf S_j\), translation by \(-\mathbf S_i\) puts \(i\) in cell zero. The link from \(i\) to \(j\) thus carries the label
\begin{equation}
\mathbf T_{ij}=\mathbf S_j-\mathbf S_i,\qquad \mathbf T_{ji}=-\mathbf T_{ij}.
\end{equation}
A path closes in space if it returns to its starting atom and its labels sum to zero. A path with a nonzero sum ends on a periodic copy and is not a ring.

The false four-rings show this. In units of one quarter of the cubic edge, four successive links of cristobalite can be
\begin{equation}
(1,1,1)+(1,-1,1)+(1,-1,-1)+(1,1,-1)=(4,0,0).
\end{equation}
They cross the cell once. Without labels the endpoint is mistaken for the start. The cell holds four Si on each of two sublattices. The four neighbours of an atom do not differ by cubic lattice vectors, so they are the four different atoms of the other sublattice. Choosing two atoms from each sublattice gives \(\binom42^2=36\) false four-rings. All distances in this folded graph are at most two, whereas opposite atoms of an acceptable six-ring must be three links apart. Hence the true six-rings disappear.

\subsection*{Why oxygen may be left out}

Let \(d(x,y)\) be the smallest number of links between two vertices, and \(r(x,y)\) the length of the shorter arc between them on a given ring. A ring is called primitive if \(d(x,y)=r(x,y)\) for all its pairs. A path shorter than \(r\) is a shortcut.

With O restored, every Si--Si distance doubles, on the ring and off it, so the test for Si pairs is unchanged. A path from an O on the ring must first step to one of its two Si, \(u\), which is also on the ring. If the path ends on a ring Si \(x\), and the Si pairs have no shortcut, its length is at least \(1+r(u,x)\), with \(r\) now counted in Si--O bonds. By the triangle inequality along the ring this is no less than \(r(\mathrm O,x)\). If the path ends on another ring O, the same argument applies to its last step. Oxygen therefore adds no shortcuts, and a primitive \(n\)-ring becomes a primitive cycle of \(2n\) atoms.

An O bound to one Si lies on no ring and may be dropped. A threefold O invalidates the reduction, and the full Si--O graph should then be searched. Two O shared by the same two Si form a two-ring, which must be recorded separately. A larger ring through one such pair is counted once in the reduced graph but twice in the full graph, once for each O; through \(k\) such pairs it is counted \(2^k\) times.

\section{What the primitive criterion removes}

Let two vertices divide an \(n\)-cycle into arcs of lengths \(s\) and \(n-s\), and let a path of length \(d\) join them away from the cycle. It creates cycles of lengths \(s+d\) and \(n-s+d\). Both are smaller than \(n\) when
\begin{equation}
\begin{aligned}
s+d<n &\iff d<n-s,\\
n-s+d<n &\iff d<s.
\end{aligned}
\end{equation}
Together these say \(d<\min(s,n-s)\), which is the definition of a shortcut.

A shortcut might touch the ring on its way. To exclude this, take the shortest of all shortcuts, from \(x\) to \(y\), and suppose that it meets the ring at \(w\). Then
\begin{equation}
d(x,w)+d(w,y)=d(x,y)<r(x,y)\le r(x,w)+r(w,y).
\end{equation}
At least one piece is shorter than its own ring distance and is a still shorter shortcut, a contradiction. So every cycle with a shortcut really splits into two smaller cycles.

Conversely, composite cycles can arise where rings adjoin. Let rings of sizes \(n_1\) and \(n_2\) share one path of \(p\) links and nothing else. Their outer boundary has size
\begin{equation}
n=n_1+n_2-2p,
\end{equation}
and the shared path is a shortcut if \(p<\min(n_1-p,n_2-p)\). For \(p=1\) this holds, because each remaining arc has at least two links. Two six-rings sharing one link thus produce a ten-cycle, which a naive count reports as a third ring.

The criterion excludes splitting by one path. It does not exclude a ring that is the sum of three or more smaller ones. On the edges of a cube, the hexagon that avoids two opposite corners has all its opposite vertices three edges apart, so it is primitive. Yet it is the boundary of three square faces. If such rings must also go, a stricter criterion is needed, and its counts should not be compared with primitive counts.

\section{Why opposite pairs suffice}

Let \(h=\lfloor n/2\rfloor\), the largest ring distance. Suppose that a shortcut joins \(x\) and \(y\), with \(r(x,y)=s\). Continue from \(y\) along the ring, away from \(x\), for \(h-s\) links to a vertex \(z\) with \(r(x,z)=h\). Then
\begin{equation}
d(x,z)\le d(x,y)+(h-s)<s+(h-s)=h.
\end{equation}
Any shortcut therefore reveals itself in an opposite pair. A ring is primitive if and only if \(d=h\) for all pairs at ring distance \(h\). There are \(n/2\) such pairs for even \(n\) and \(n\) for odd \(n\), instead of \(n(n-1)/2\).

This gives the search, for each Si of cell zero as root:
\begin{enumerate}
\item Find distances outward from the root, following the labels, to depth \(\lfloor n_{\max}/2\rfloor\). List all shortest paths to each vertex by extending those of its neighbours one level nearer the root.
\item For \(n=2k\), join two shortest paths to the same vertex at depth \(k\), if they share only their ends.
\item For \(n=2k+1\), join shortest paths to the two ends of a link at depth \(k\), if they share only the root.
\item Keep the candidate if all its opposite pairs have distance \(h\).
\end{enumerate}
No primitive ring up to \(n_{\max}\) is missed, because both of its arcs from the root to the opposite vertex or link are shortest paths. Each is found once per root, since that vertex or link is unique. Step 4 cannot be omitted: steps 2 and 3 control distances from the root alone, and a shortcut may join two other vertices.

Let \(R_n(i)\) be the number of rings through atom \(i\) of cell zero. The number per cell is
\begin{equation}
N_n=\frac1n\sum_i R_n(i).
\end{equation}
To see this, take a ring and all its translates as one class. No nonzero translation maps a finite ring onto itself, since repeating it would generate infinitely many vertices. Each of the \(n\) vertices can be moved to cell zero by one translation, so the class is counted \(n\) times. This remains true if the ring visits two copies of the same atom: they give two different translates through that atom.

\section{A case solved by hand: cristobalite}

In the ideal cristobalite network, links from sublattice A to B have four directions \(\mathbf e_1,\dots,\mathbf e_4\), with \(\sum_a\mathbf e_a=0\). Links from B to A have the opposite directions. Let \(v_a\) be the number of outward minus return steps with label \(a\). Two paths with the same ends can differ only by \(v_a\to v_a+c\), because \(\sum_a\mathbf e_a=0\) is the one linear relation among the directions. The end sublattices fix \(\sum_a v_a\), so \(4c=0\). Hence \(c=0\), and the ends fix every \(v_a\). A path needs at least \(\sum_a|v_a|\) steps. This number also suffices, because the outward and return steps it contains differ in number by at most one and can be put in alternating order. The distance is therefore \(\sum_a|v_a|\), and a path is shortest exactly when no label occurs both outward and in return.

Links alternate between sublattices, so a ring has even size \(n=2m\). Write its labels as \(x_1,\dots,x_{2m}\), with odd positions outward. Closure requires equal outward and return counts of each label. For a primitive ring, every run of \(m\) steps is a shortest path. Let a label occur \(o\) times outward and \(b\) times in return in the first half, and \(o',b'\) times in the second. Then
\begin{equation}
o+o'=b+b',\qquad ob=0,\qquad o'b'=0 .
\end{equation}
If \(o>0\), then \(b=0\) and \(b'=o+o'>0\), so \(o'=0\) and \(b'=o\). Likewise \(b>0\) gives \(o'=b\). If \(o=b=0\), then \(o'=b'=0\). The outward labels of one half are thus the return labels of the other.

Now shift the half ring by one step, dropping \(x_1\) and adding \(x_{m+1}\).

For even \(m\), the added step is outward. Its label is among the return labels of the first half, all of which remain. The shifted half is not a shortest path, so sizes \(4,8,12,\dots\) are excluded.

For odd \(m\), the added step is a return step, and its label is among the outward labels of the first half. It must not be among those that remain. Hence \(x_{m+1}=x_1\), and \(x_1\) differs from \(x_2,\dots,x_m\). The same holds from any starting point, so the ring is a sequence of \(m\) different labels, repeated once. Four labels allow \(m=3\) but not \(m=5\) or more, and \(m=1\) is no ring.

All primitive rings of this network are therefore six-rings. Conversely, every sequence of three different labels, repeated once, gives a primitive ring: it closes, and any three successive labels differ, so opposite atoms are three links apart. From one Si there are \(4\cdot3\cdot2=24\) such sequences. Two directions per ring leave 12 rings through each atom, or \(12/6=2\) per Si. The search gives the same: 16 rings for 8 Si, and 128 for 64 Si. The naive count for 8 Si adds 24 eight-cycles and 192 ten-cycles, all composite.

\section{A disordered network}

The example starts from cristobalite with straight bridges and an Si--O length of 1.6~\AA. Bonds are found with a cutoff of 2.0~\AA. The cubic cell edge is 14.78~\AA\ for 64 Si and 128 O. Then 24 random switches are made: in a chain \(a\)--\(b\)--\(c\)--\(d\), links \(ab\) and \(cd\) are replaced by \(ac\) and \(bd\). Each Si keeps four links. Switches producing a label component beyond \(\pm1\) are refused for bookkeeping. The atoms are not relaxed, so this is a model of connectivity, not an annealed glass. The cutoff defines only the starting network: at the starting positions about 30\,\% of the final links are longer than 3.3~\AA, up to about 9~\AA, against 3.2~\AA\ for a straight bridge.

\begin{center}
\begin{tabular}{rrrr}
\(n\) & all cycles & primitive & composite\\
3 & 1 & 1 & 0\\
4 & 4 & 4 & 0\\
5 & 16 & 16 & 0\\
6 & 40 & 36 & 4\\
7 & 63 & 40 & 23\\
8 & 109 & 27 & 82\\
9 & 264 & 21 & 243\\
10 & 515 & 3 & 512
\end{tabular}
\end{center}

The entries are numbers per cell. Up to \(n=10\), the composite share is \(864/1012=85.4\,\%\). The two counts even disagree on the trend: all cycles increase up to the last size enumerated, while primitive rings peak at seven. Per Si there are \(1012/64=15.8\) cycles but \(148/64=2.3\) primitive rings. The primitive column was tested against complete enumeration with all pairs examined, and the two sets of rings agreed for every root.

One eight-cycle shows the mechanism. Two of its atoms are separated by arcs of 3 and 5 links, but a path through one outside Si joins them in 2. The cycle splits into rings of sizes \(3+2=5\) and \(5+2=7\). One link further along the ring lies an opposite pair, whose distance is at most \(2+1=3\) instead of 4, so the test rejects the cycle.

\section{Choosing the settings}

\textbf{Periodic copies.} Keep the cell labels, whatever the cell size. In a cubic cell, taking the nearest copy is safe if the bond cutoff is below half the edge, since two copies of an atom cannot then both lie within the cutoff. For a fixed structure, the counts per Si do not depend on the cell chosen to describe it. A small cell may still be a poor sample of disorder: with 64 Si, one ring changes the count per Si by 0.016.

\textbf{Criterion.} Rejecting only cycles with a direct link between non-neighbours is too weak. Here it removes 371 composite cycles and leaves 493, whose shortest shortcuts have two to four links. Testing distances from the root alone is also too weak: at \(n=10\), it leaves 1406 root--ring pairs, of which 30 survive the full test.

\textbf{Largest size.} Raising \(n_{\max}\) does not alter the counts at smaller sizes, because the test of an \(n\)-ring does not involve \(n_{\max}\). Too low a value truncates the distribution. In the example, the search to \(n=12\) finds 150 primitive rings, and stopping at 8 would lose 26 of them. One ring each at 11 and 12 shows that the tail has not demonstrably ended, so the limit should be reported with the result.

\section{Relation to real oxides}

The Si--O length of 1.6~\AA\ is typical of silica, but real bridges are bent, with angles of very roughly \(150^\circ\), not straight. Bending alone leaves the ring counts unchanged as long as the same bonds are identified. The random switches are less realistic, since no energy cost limits strained rings; the peak at seven should not be read as a property of silica glass. Near an Si/SiO\(_2\) interface, or at an oxygen vacancy, the assumption that Si atoms are linked through O fails. The number of existing rings lost by ignoring one such link can be estimated. Summing \(nN_n\) up to \(n=12\) gives 1053 ring--link pairs on 128 links, or 8.2 rings per link. Deleting one link, together with its periodic copies, thus removes on average at most \(1053/128=8.23\) of the 150 rings up to \(n=12\) in this model, about 5.5\,\%. The number is smaller only if some ring passes through two copies of the same link and is counted twice. It can also make formerly composite cycles primitive, so the net change requires a new search. Direct Si--Si bonds should be included as links, with a statement that \(n\) still counts Si atoms and that distances are measured in links. The proof that oxygen may be left out assumed an O in every link. With some direct bonds, a search of the full atom graph can therefore accept different rings, so the graph used should be reported too. The full counts are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Si-O length 1.6 angstrom; bond cutoff 2.0 angstrom
ordered small cell: 8 Si, 16 O, edge 7.390 angstrom
ordered primitive rings per cell, n<=12: {6: 16}
ordered primitive six-rings per Si: 2.00
ordered all simple cycles per cell, n<=10: {6: 16, 8: 24, 10: 192}
ordered composite cycles per cell by (size, shortest shortcut):
   {(8, 2): 24, (10, 1): 144, (10, 2): 48}
false rings per small cell without cell labels, n<=8: {4: 36}
ordered large cell, primitive rings n<=8: {6: 128}
disordered cell: 64 Si, 128 O, 24 switches, seed 7
starting edge of disordered cell: 14.780 angstrom
disordered network, counts per cell (size n in Si atoms):
  n   all cycles   primitive   composite   primitive per Si
  3          1           1           0          0.0156
  4          4           4           0          0.0625
  5         16          16           0          0.2500
  6         40          36           4          0.5625
  7         63          40          23          0.6250
  8        109          27          82          0.4219
  9        264          21         243          0.3281
 10        515           3         512          0.0469
 11 not enumerated       1 not enumerated       0.0156
 12 not enumerated       1 not enumerated       0.0156
sum for n<=10: all 1012, primitive 148, composite 864
composite share of all cycles: 85.4 %
all cycles per Si 15.812; primitive per Si 2.312
composite cycles per cell by length d of shortest shortcut (in links):
  n=6: d=1: 1, d=2: 3, d=3: 0, d=4: 0
  n=7: d=1: 10, d=2: 13, d=3: 0, d=4: 0
  n=8: d=1: 26, d=2: 48, d=3: 8, d=4: 0
  n=9: d=1: 102, d=2: 100, d=3: 41, d=4: 0
  n=10: d=1: 232, d=2: 209, d=3: 59, d=4: 12
root-ring pairs before and after the antipodal test:
  n=3: candidates 3, accepted 3
  n=4: candidates 16, accepted 16
  n=5: candidates 80, accepted 80
  n=6: candidates 230, accepted 216
  n=7: candidates 367, accepted 280
  n=8: candidates 534, accepted 216
  n=9: candidates 1076, accepted 189
  n=10: candidates 1406, accepted 30
  n=11: candidates 2491, accepted 11
  n=12: candidates 2676, accepted 12
example composite eight-cycle, atom(cell):
  0(0,0,0) 1(0,0,0) 4(0,0,0) 23(0,-1,0) 22(0,-1,0) 17(0,-1,0) 18(0,-1,0) 55(-1,-1,0)
  shortcut ends 4(0,0,0) and 17(0,-1,0)
  shortcut interior 53(-1,-1,0)
  arcs 3 and 5 links, shortcut 2 links
  sizes after splitting: 5 and 7
Si-O graph, primitive cycles by number of atoms, <=16: {6: 1, 8: 4, 10: 16, 12: 36, 14: 40, 16: 27}
\end{verbatim}
